# The Fourth-Order Stark Coefficient of Ground-State Hydrogen

## Problem

A hydrogen atom in its ground state is placed in a weak, uniform, static electric field of strength $F$ along $+z$. The nucleus is a fixed point charge, and relativity and spin are neglected. In atomic units the electron has charge $-1$, so its potential energy in the field is $+Fz$ and

$$
H=H_0+FV,\qquad H_0=-\tfrac12\nabla^2-\frac1r,\qquad V=z=r\cos\theta .
$$

The ground state of $H_0$ is $\psi_0=e^{-r}/\sqrt\pi$ with $E_0=-\tfrac12$. Find the coefficient $E_4$ of $F^4$ in the weak-field expansion of the energy, using perturbation functions no higher than the second.

## Setting up the expansion

Insert $\psi=\psi_0+F\psi_1+F^2\psi_2+\dots$ and $E=E_0+FE_1+F^2E_2+\dots$ into $H\psi=E\psi$. The terms of order $F^k$ give

$$
(H_0-E_0)\psi_k=-V\psi_{k-1}+\sum_{j=1}^{k}E_j\,\psi_{k-j}. \tag{1}
$$

The reflection $z\to-z$ turns $H(F)$ into $H(-F)$ without changing the spectrum. The ground level is nondegenerate, so its expansion is even in $F$, and $E_1=E_3=0$.

Write $\psi_k=f_k\psi_0$, with real $f_k$ and $f_0=1$. The product rule gives

$$
-\tfrac12\nabla^2(f\psi_0)=-\tfrac12\psi_0\nabla^2f-\nabla f\cdot\nabla\psi_0-\tfrac12f\nabla^2\psi_0 .
$$

Since $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$, the middle term is $+\psi_0\,\partial f/\partial r$. The last term combines with $-1/r-E_0$ into $f(H_0-E_0)\psi_0=0$. Hence

$$
(H_0-E_0)(f\psi_0)=\psi_0\,Df,\qquad Df=-\tfrac12\nabla^2f+\frac{\partial f}{\partial r}. \tag{2}
$$

The exponential has dropped out. On a power of $r$ times a Legendre polynomial $P_l(\cos\theta)$,

$$
D\,(r^nP_l)=P_l\left\{n\,r^{n-1}-\tfrac12\,[\,n(n+1)-l(l+1)\,]\,r^{n-2}\right\}. \tag{3}
$$

A polynomial source can therefore be matched by a polynomial one degree higher, working down from the highest power, provided that the lowest powers also balance.

Averages over the unperturbed density are written $\langle g\rangle=\int\psi_0^2\,g\,d^3r$, so that $\langle j|V|k\rangle=\langle f_j\,z\,f_k\rangle$. For powers of $r$,

$$
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}\,dr=\frac{(n+2)!}{2^{n+1}}, \tag{4}
$$

which gives $3,\ \tfrac{15}{2},\ \tfrac{45}{2},\ \tfrac{315}{4},\ 315,\ \tfrac{2835}{2}$ for $n=2,\dots,7$.

## A tempting solution

The two functions found here are correct. The energy formula at the end is not.

**First-order function.** The equation is $Df_1=-r\cos\theta$, so $l=1$. Try $f_1=(b_1r+b_2r^2)\cos\theta$. By (3), $r^2\cos\theta$ gives $(2r-2)\cos\theta$ and $r\cos\theta$ gives $\cos\theta$. The power $r^1$ requires $2b_2=-1$, and the power $r^0$ requires $b_1-2b_2=0$. Thus $b_2=-\tfrac12$, $b_1=-1$, and

$$
f_1=-\left(r+\tfrac12r^2\right)\cos\theta . \tag{5}
$$

It is negative for $z>0$: the electron density moves toward negative $z$, as the force on a negative charge demands.

**Second-order function.** Equation (1) gives $Df_2=-zf_1+E_2$. With $\cos^2\theta=(1+2P_2)/3$,

$$
Df_2=\left(r^2+\tfrac12r^3\right)\frac{1+2P_2}{3}+E_2 ,
$$

so $f_2=g_0(r)+g_2(r)P_2(\cos\theta)$.

For the $s$ part, set $g_0=a+A_1r+A_2r^2+A_3r^3+A_4r^4$. The source is $\tfrac16r^3+\tfrac13r^2+E_2$, and (3) with $l=0$ gives

- $r^3$: $4A_4=\tfrac16$, so $A_4=\tfrac1{24}$.
- $r^2$: $3A_3-10A_4=\tfrac13$, so $3A_3=\tfrac13+\tfrac5{12}=\tfrac34$ and $A_3=\tfrac14$.
- $r^1$: $2A_2-6A_3=0$, so $A_2=\tfrac34$.
- $r^0$: $A_1-3A_2=E_2$.
- $r^{-1}$: $-A_1=0$.

The last two lines can hold together only if $E_2=-3A_2=-\tfrac94$. The second-order energy thus appears as the condition for a polynomial solution.

For the $d$ part, set $g_2=B_2r^2+B_3r^3+B_4r^4$, which starts at $r^2$ as a regular $d$ function must. The source is $\tfrac13r^3+\tfrac23r^2$. The bracket $\tfrac12[n(n+1)-6]$ in (3) equals $7,3,0$ for $n=4,3,2$, so

- $r^3$: $4B_4=\tfrac13$, so $B_4=\tfrac1{12}$.
- $r^2$: $3B_3-7B_4=\tfrac23$, so $3B_3=\tfrac23+\tfrac7{12}=\tfrac54$ and $B_3=\tfrac5{12}$.
- $r^1$: $2B_2-3B_3=0$, so $B_2=\tfrac58$.
- $r^0$: $0\cdot B_2=0$, which holds.

Altogether,

$$
g_0=a+\tfrac34r^2+\tfrac14r^3+\tfrac1{24}r^4,\qquad
g_2=\tfrac58r^2+\tfrac5{12}r^3+\tfrac1{12}r^4 . \tag{6}
$$

The constant $a$ is not determined, because $D$ annihilates a constant. The simplest choice seems to be $a=0$.

**Energy.** Projecting (1) with $k=2$ on $\psi_0$ gives $E_2=\langle0|V|1\rangle$. By analogy one writes $E_4=\langle0|V|3\rangle$. Each function seems to come from the previous one through $(H_0-E_0)\psi_k=-V\psi_{k-1}$, so one operator $V$ can be moved to the left, where it turns $\psi_0$ into $\psi_1$:

$$
E_4\overset{?}{=}\langle1|V|2\rangle . \tag{7}
$$

To evaluate this, use the angular averages $\overline{\cos^2\theta}=\tfrac13$ and $\overline{\cos^2\theta\,P_2}=\tfrac23\,\overline{P_2^2}=\tfrac23\cdot\tfrac15=\tfrac2{15}$:

$$
\langle1|V|2\rangle=-\tfrac13\left\langle\left(r^2+\tfrac12r^3\right)g_0\right\rangle-\tfrac2{15}\left\langle\left(r^2+\tfrac12r^3\right)g_2\right\rangle .
$$

Keep $a$ general for later use. Multiplying out and inserting (4),

$$
\begin{aligned}
\left\langle\left(r^2+\tfrac12r^3\right)g_0\right\rangle
&=a\left\langle r^2+\tfrac12r^3\right\rangle+\left\langle\tfrac34r^4+\tfrac58r^5+\tfrac16r^6+\tfrac1{48}r^7\right\rangle\\
&=\tfrac{27}{4}a+\tfrac{135}{8}+\tfrac{1575}{32}+\tfrac{105}{2}+\tfrac{945}{32}
=\tfrac{27}{4}a+\tfrac{1185}{8},\\[4pt]
\left\langle\left(r^2+\tfrac12r^3\right)g_2\right\rangle
&=\left\langle\tfrac58r^4+\tfrac{35}{48}r^5+\tfrac7{24}r^6+\tfrac1{24}r^7\right\rangle\\
&=\tfrac{225}{16}+\tfrac{3675}{64}+\tfrac{735}{8}+\tfrac{945}{16}=\tfrac{14235}{64}.
\end{aligned}
$$

Therefore

$$
\langle1|V|2\rangle=-\tfrac{395}{8}-\tfrac94a-\tfrac{949}{32}=-\tfrac{2529}{32}-\tfrac94\,a , \tag{8}
$$

and $a=0$ yields the answer $E_4\overset{?}{=}-2529/32\approx-79.03$.

## Where it fails

Equation (8) depends on $a$. A second solver might prefer $\psi_2$ orthogonal to $\psi_0$. The overlap is

$$
\langle0|2\rangle=\langle g_0\rangle=a+\tfrac34\cdot3+\tfrac14\cdot\tfrac{15}{2}+\tfrac1{24}\cdot\tfrac{45}{2}=a+\tfrac{81}{16}, \tag{9}
$$

since the $P_2$ part averages to zero. Orthogonality requires $a=-\tfrac{81}{16}$, and (8) then gives $-4329/64\approx-67.64$.

An energy cannot depend on this choice. Adding $a\psi_0$ to $\psi_2$ amounts, through order $F^2$, to multiplying the whole function by $1+aF^2$, and a constant factor does not alter an eigenvalue. So (7) cannot hold for every solution $\psi_2$. This alone does not exclude that it holds for one particular $a$. Equation (11) below shows that the orthogonal choice is not such a value: with $\langle0|2\rangle=0$, formula (7) still lacks the term $-E_2\langle1|1\rangle$.

The fault is that the energy terms on the right of (1) were dropped twice: once in writing $E_4=\langle0|V|3\rangle$, and again in using the equation for $\psi_3$. At second order nothing was lost, because the only candidate term contained $E_1=0$. At fourth order $E_2$ enters, and it is not zero.

## The correct solution

With $E_1=E_3=0$, equation (1) for $k=4$ reads

$$
(H_0-E_0)\psi_4=-V\psi_3+E_2\psi_2+E_4\psi_0 .
$$

Project it on $\psi_0$. The left side vanishes because $H_0$ is Hermitian and $(H_0-E_0)\psi_0=0$. Hence

$$
E_4=\langle0|V|3\rangle-E_2\langle0|2\rangle . \tag{10}
$$

To remove $\psi_3$, use the first-order equation in the form $V\psi_0=-(H_0-E_0)\psi_1$, let $H_0$ act to the right, and insert the full third-order equation $(H_0-E_0)\psi_3=-V\psi_2+E_2\psi_1$:

$$
\langle0|V|3\rangle=-\langle1|H_0-E_0|3\rangle=\langle1|V|2\rangle-E_2\langle1|1\rangle .
$$

Moving $H_0$ across is allowed because the functions are polynomials times $e^{-r}$, so no surface term survives at infinity. At the origin the functions and their gradients stay bounded, so the surface term on a small sphere vanishes with its area. The result is

$$
E_4=\langle1|V|2\rangle-E_2\bigl(\langle1|1\rangle+\langle0|2\rangle\bigr). \tag{11}
$$

The bracket collects the two $E_2$ terms that (7) dropped. It contains the weight of the first-order function and any admixture of $\psi_0$ left in $\psi_2$. It does not vanish for a normalized $\psi$: normalization through order $F^2$ requires $\langle1|1\rangle+2\langle0|2\rangle=0$, which leaves the bracket equal to $\tfrac12\langle1|1\rangle$.

The one missing integral is

$$
\langle1|1\rangle=\tfrac13\left\langle r^2+r^3+\tfrac14r^4\right\rangle=\tfrac13\left(3+\tfrac{15}{2}+\tfrac{45}{8}\right)=\tfrac{43}{8}.
$$

Inserting this with (8), (9) and $E_2=-\tfrac94$ into (11),

$$
\begin{aligned}
E_4&=-\tfrac{2529}{32}-\tfrac94a+\tfrac94\left(\tfrac{43}{8}+a+\tfrac{81}{16}\right)\\
&=-\tfrac{5058}{64}+\tfrac94\cdot\tfrac{167}{16}
=\frac{-5058+1503}{64}=-\frac{3555}{64}.
\end{aligned}
$$

The constant $a$ cancels, as it must. The weak-field expansion is

$$
E(F)=-\frac12-\frac94F^2-\frac{3555}{64}F^4+O(F^6). \tag{12}
$$

**The same work by symbolic algebra.** Write each $f_k$ as a sum of terms $r^nP_l$ with unknown coefficients, treat $E_2$ as one more unknown, multiply the equation by $r^2$ to clear negative powers, and set the coefficient of every monomial in $r$ and $\cos\theta$ to zero. This is a linear system. Leaving $a$ as a free symbol is useful, because a formula that lacks the term $-E_2\langle0|2\rangle$ betrays itself by containing $a$. The test is necessary but not sufficient: omitting only $-E_2\langle1|1\rangle$ from (11) gives $-4329/64$ for every $a$, which is still wrong. The numerical check proceeds in this way. It also constructs $\psi_3$ and confirms that (10), evaluated directly, gives the same $E_4$.

## Meaning and limits

In terms of the polarizability $\alpha$ and the hyperpolarizability $\gamma$, defined by $E=E_0-\tfrac12\alpha F^2-\tfrac1{24}\gamma F^4-\dots$,

$$
\alpha=-2E_2=\tfrac92,\qquad \gamma=-24E_4=\tfrac{10665}{8}=1333.125
$$

in atomic units. The induced dipole moment $-dE/dF=\alpha F+\tfrac16\gamma F^3+\dots$ has $\gamma>0$, so in weak fields it grows slightly faster than linearly.

For any $F>0$ the potential energy falls without limit toward $z\to-\infty$ (for $F<0$, toward $z\to+\infty$). The electron can tunnel out, and the level is strictly a resonance. Equation (12) is therefore to be read as an asymptotic expansion of the resonance position for weak fields. The higher coefficients point the same way: an exact recursion in parabolic coordinates gives ratios $E_{2k+2}/E_{2k}$ that rise from $24.7$ at $k=1$ to $579.7$ at $k=7$. If this growth continues without bound, the series converges for no nonzero field. These seven ratios suggest that behavior but do not prove it.

## A numerical case

Take $F=0.01$ atomic units, which is $5.142\times10^{9}$ V/m. Then

$$
\begin{aligned}
E_2F^2&=-2.25\times10^{-4}=-2.250000\times10^{-4}\ \text{hartree},\\
E_4F^4&=-55.546875\times10^{-8}=-5.554688\times10^{-7}\ \text{hartree}.
\end{aligned}
$$

The fourth-order shift is $0.25\%$ of the second-order one. Together they give $E=-0.500225555469$ hartree, a shift of $-6.138\times10^{-3}$ eV.

Diagonalizing $H$ in a finite set of localized functions, which suppresses the escape of the electron, gives $-0.500225560458$ hartree. This lies $4.99\times10^{-9}$ hartree below the fourth-order sum. The recursion gives $E_6=-2512779/512$, hence a sixth-order term of $-4.91\times10^{-9}$ hartree, which accounts for most of the difference. The next ratio, $E_8/E_6=161.8$, makes the eighth-order term $161.8\,F^2\approx1.6\%$ of the sixth-order one, which is the size of what remains.

The diagonalized energies also separate the right coefficient from the wrong ones. The quotient

$$
Q(F)=\frac{E(F)+\tfrac12-E_2F^2}{F^4}=E_4+E_6F^2+\dots
$$

is $-55.6701$ at $F=0.005$ and $-56.0458$ at $F=0.01$. Halving the field divides the $F^2$ term by four, so the following combination removes it:

$$
\frac{4Q(0.005)-Q(0.01)}{3}=\frac{-222.6804+56.0458}{3}\approx-55.545 .
$$

This agrees with $-3555/64\approx-55.547$ and excludes both $-67.64$ and $-79.03$.

## Values computed for the example and the checks

```
All quantities in atomic units unless a unit is given
f1 = -c*r*(r + 2)/2
g0 (with <0|2> = 0) = r**4/24 + r**3/4 + 3*r**2/4 - 81/16
g2 = r**4/12 + 5*r**3/12 + 5*r**2/8
constant in g0 for <0|2> = 0: -81/16
<r^n>, n = 2..7: 3, 15/2, 45/2, 315/4, 315, 2835/2
E2 from polynomial closure: -9/4
E2 from <0|V|1>: -9/4
<1|1> = 43/8
s part of <1|V|2> = -2431/64
d part of <1|V|2> = -949/32
<1|V|2> with <0|2> = 0: -4329/64
-E2*<1|1> = 387/32
constant a = 0: <0|2> = 81/16
constant a = 0: <1|V|2> = -2529/32
E4 without psi3 = -3555/64 = -55.546875
E4 directly from psi3 = -3555/64
E4 from parabolic recursion = -3555/64
E6 from parabolic recursion = -2512779/512 = -4907.7715
polarizability alpha = -2*E2 = 9/2
hyperpolarizability gamma = -24*E4 = 10665/8 = 1333.125
ratios E(2k+2)/E(2k), k = 1..7: 24.7, 88.4, 161.8, 244.9, 340.6, 451.6, 579.7
basis: radial functions per l = 12 , largest l = 5
--- field F = 0.005 a.u. = 2.5711e+09 V/m
second-order shift = -5.625000e-05 hartree
fourth-order shift = -3.471680e-08 hartree
fourth/second = 0.0617 percent
energy through fourth order = -0.500056284717 hartree
diagonalized energy = -0.500056284794 hartree
diagonalized minus fourth order = -7.699e-11 hartree
sixth-order term E6*F^6 = -7.668e-11 hartree
(E + 1/2 - E2*F^2)/F^4 = -55.6701
shift through fourth order = -1.531585e-03 eV
--- field F = 0.01 a.u. = 5.1422e+09 V/m
second-order shift = -2.250000e-04 hartree
fourth-order shift = -5.554688e-07 hartree
fourth/second = 0.2469 percent
energy through fourth order = -0.500225555469 hartree
diagonalized energy = -0.500225560458 hartree
diagonalized minus fourth order = -4.989e-09 hartree
sixth-order term E6*F^6 = -4.908e-09 hartree
(E + 1/2 - E2*F^2)/F^4 = -56.0458
shift through fourth order = -6.137677e-03 eV
E4 extrapolated from the two fields = -55.545
```
